Generalized normal ordering and its Wick theorem with cumulant contractions

**Setting.** A finite orthonormal set of spin orbitals carries operators a†_p and a_p with [a_p, a†_q]₊ = δ_pq and all other anticommutators zero. A_i stands for any one of them. The reference is a density operator ρ, pure or mixed, that commutes with the particle number N̂, and ⟨O⟩ = Tr ρO. The algebra is in atomic units. Excitation strings and densities are

a^{p1…pk}_{q1…qk} = a†_{p1}…a†_{pk} a_{qk}…a_{q1},  γ^{p1…pk}_{q1…qk} = ⟨a^{p1…pk}_{q1…qk}⟩,

η^p_q = ⟨a_q a†_p⟩ = δ_pq − γ^p_q.

A string is balanced if it has as many creators as annihilators. An unbalanced string S obeys [N̂,S] = dS with d ≠ 0, and Tr ρ[N̂,S] = Tr [ρ,N̂]S = 0, so its mean vanishes.

**(a)** Attach to each operator of a list A_1 … A_n a Grassmann number θ_i that anticommutes with every θ_j and every A_j, and set ξ_i = θ_iA_i, ξ = Σ_i ξ_i. Relate Π_i e^{ξ_i} to e^ξ, and find the sign rule for reading operator identities off identities in the θ.

**Solution.** Moving θ_j through A_i gives ξ_iξ_j = −θ_iθ_jA_iA_j and ξ_jξ_i = −θ_jθ_iA_jA_i = +θ_iθ_jA_jA_i. Hence ξ_i² = 0 because θ_i² = 0, so e^{ξ_i} = 1 + ξ_i, and

[ξ_i, ξ_j] = −θ_iθ_j [A_i, A_j]₊.

This is a number times two sources, which commutes with everything. Let u and z have such a central commutator c = [u,z]. The derivative of e^{tu}z e^{−tu} in t is e^{tu}c e^{−tu} = c, so e^{tu}z e^{−tu} = z + tc. Then f(t) = e^{tu}e^{tz} obeys f′ = (u + z + tc)f with f(0) = 1, which e^{t(u+z)}e^{t²c/2} also obeys. At t = 1,

e^u e^z = e^{u+z} e^{[u,z]/2},  and by repetition  Π_i e^{ξ_i} = e^ξ exp(½ Σ_{i<j} [ξ_i, ξ_j]).  (1)

All series end, since each θ appears at most once. The left side is Σ_S ξ_S over subsets S of the list, with ξ_S the product in list order. Pulling m sources to the left takes m(m−1)/2 exchanges, so ξ_S = s_m θ_S A_S with s_m = (−1)^{m(m−1)/2}. Means are defined by ⟨θ_S O⟩ = θ_S⟨O⟩. Split a set of n elements into T and R of sizes t and r. From n(n−1)/2 = t(t−1)/2 + r(r−1)/2 + tr follows s_n = s_t s_r (−1)^{tr}, and for even t the factors s cancel between the two sides. What remains is θ_Tθ_R = sgn(T,R) θ_1…θ_n. A term in which blocks of even size are split off therefore carries the sign of the permutation that brings the blocks to the front, each block and the remainder keeping their inner order.

**(b)** Define {e^ξ} = e^ξ/⟨e^ξ⟩, and define {A_S} by writing the θ_S term of {e^ξ} as s_m θ_S {A_S}. Find the symmetry and the mean of {A_S}, and a recursion for it that uses nothing but means of plain strings.

**Solution.** ⟨e^ξ⟩ is 1 plus nilpotent terms of even degree in θ, since odd strings are unbalanced. It is therefore central and invertible. Setting the sources outside S to zero shows that {A_S} depends on the operators in S alone.

The sum ξ does not depend on the order of the list, so θ_S{A_S} is unchanged when S is reordered. Since θ_S takes the sign of the permutation, so does {A_S}. The strings are totally antisymmetric, with no anticommutator generated inside the braces. From ⟨{e^ξ}⟩ = 1, every {A_S} with S non-empty has zero mean.

The central factor in (1) cancels between Πe^{ξ_i} and its mean, so for any order of the list

Π_i e^{ξ_i} = ⟨Π_i e^{ξ_i}⟩ {e^ξ}.  (2)

The rule of (a) turns the θ_S term into

A_S = Σ_{T⊆S} sgn(T, S∖T) ⟨A_T⟩ {A_{S∖T}},  (3)

with { } = 1. The term T = ∅ is {A_S}, and the rest involve shorter strings, so (3) fixes every {A_S} and shows by induction that it is linear in each operator. The lowest cases are {A} = A, {a^p_q} = a^p_q − γ^p_q and {a_q a†_p} = a_q a†_p − η^p_q = −a^p_q + γ^p_q, which is −{a^p_q} as antisymmetry demands.

**(c)** Expand K = ln⟨Π_i e^{ξ_i}⟩ in the sources. Identify its terms, and express a plain string through them.

**Solution.** Write K = Σ_B κ_B, where κ_B = s_m θ_B κ(A_B) and B runs over non-empty subsets. The mean contains balanced monomials θ_T alone, and products of balanced monomials are balanced, so the series of the logarithm contains balanced B alone. The κ_B commute, and κ_Bκ_{B′} = 0 if B and B′ overlap. Hence e^K = Π_B (1 + κ_B) is the sum over all sets of disjoint blocks, and

⟨A_T⟩ = Σ over partitions of T into balanced blocks of sgn · Π_B κ(A_B).  (4)

A two-element T has one partition, so κ(A_iA_j) = ⟨A_iA_j⟩ in list order. This is γ^p_q for a†_p a_q and η^p_q for a_q a†_p.

For larger blocks take the mean and logarithm of (1):

K = W + ½ Σ_{i<j} [ξ_i, ξ_j],  W = ln⟨e^ξ⟩.  (5)

The order of the list enters through a term quadratic in θ. Blocks of four or more legs are terms of W, so they are totally antisymmetric by the argument of (b), and any order may be used to evaluate them. The order with creators on the left defines the density cumulants, λ^{p1…pk}_{q1…qk} = κ(a^{p1…pk}_{q1…qk}) for k ≥ 2.

To trace signs, split the upper indices P into P1, P2 and the lower Q into Q1, Q2. Bringing a^P_Q to a^{P1P2}_{Q1Q2} costs sgn(P→P1P2) sgn(Q→Q1Q2). That string reads creators P1, creators P2, annihilators Q2, annihilators Q1, and moving the Q1 group past the even group P2, Q2 costs nothing. The sign of a term is thus the product of the signs of the upper and lower permutations. In (4) single out the block that holds p1; the partitions of the rest sum to a density:

γ^P_Q = Σ_{P1∋p1, Q1} sgn sgn · λ^{P1}_{Q1} γ^{P2}_{Q2},  (6)

with γ in place of λ for a one-index block and an empty density equal to 1. For k = 2,

λ^{pq}_{rs} = γ^{pq}_{rs} − γ^p_rγ^q_s + γ^p_sγ^q_r.

For k = 3, (4) gives γ_3 as λ_3 plus nine signed products γλ_2 plus six signed products γγγ. Inserting (4) into (3) expresses a plain string as the signed sum, over all sets of disjoint blocks, of the block values times {rest}. The blocks are the contractions, and this is the Mukherjee–Kutzelnigg expansion. For a two-body string, directly from (3),

a^{pq}_{rs} = {a^{pq}_{rs}} + γ^p_r{a^q_s} − γ^p_s{a^q_r} − γ^q_r{a^p_s} + γ^q_s{a^p_r} + γ^{pq}_{rs}.  (7)

**(d)** Derive the rule for a product of normal-ordered strings.

**Solution.** Let u and z be the source sums of the left and right strings, and W(u) = ln⟨e^u⟩. The definition gives {e^u} = e^u e^{−W(u)}. With (1),

{e^u}{e^z} = e^{u+z} exp(½[u,z] − W(u) − W(z)) = {e^{u+z}} exp(Λ),

Λ = W(u+z) − W(u) − W(z) + ½[u,z].  (8)

The blocks of W(u+z) whose sources all belong to u make up W(u), as is seen by setting z = 0, and likewise for z. The subtraction removes them and leaves the blocks with at least one leg in each factor. The quadratic part of W(u) is ½⟨u²⟩ because ⟨u⟩ = 0, so the quadratic part of Λ is

½⟨(u+z)² − u² − z²⟩ + ½[u,z] = ½⟨uz + zu⟩ + ½⟨uz − zu⟩ = ⟨uz⟩,

where the central [u,z] was replaced by its mean. Expanding exp(Λ) as in (c) gives sets of disjoint blocks. On the left the top coefficient is s_a s_b θ_uθ_z {A_u}{A_z} times (−1)^{ab} from moving the b sources θ_z past the a operators of {A_u}, whose terms all have the parity of a; this is s_{a+b}, so the sign rule of (a) holds for the concatenated string. For m factors u_1 … u_m the same steps give Λ = W(Σu_j) − ΣW(u_j) + ½Σ_{j<l}[u_j,u_l], with quadratic part Σ_{j<l}⟨u_ju_l⟩.

The theorem reads as follows. A product of normal-ordered strings is the sum over all sets of disjoint contractions, none lying wholly inside one factor, of the permutation sign, the contraction values and {uncontracted operators}. A two-leg contraction is γ if the creator stands left and η if the annihilator does. A contraction of k creators and k annihilators, k ≥ 2, is λ_k. It may place several legs on the same factor, so two two-body strings can be joined by λ_4. The mean of the product is the sum of the full contractions.

If ρ conserves the parity of N̂ but not N̂, the derivation stands with unbalanced even blocks added, such as ⟨a_pa_q⟩. If ρ breaks the parity, ⟨e^ξ⟩ has odd terms, is not central, and (8) fails.

**(e)** What are the λ_k (k ≥ 2) for a determinant, for a product of fragments of fixed particle number, and for a complete-active-space (CAS) state? Find Σ_q λ^{pq}_{rq} at fixed N.

**Solution.** By (4) and induction κ is linear in each operator, so the λ_k are tensors and may be evaluated in any orbital basis. For a determinant Φ use its own orbitals and split ξ = ξ_c + ξ_k, where ξ_k holds the operators that annihilate |Φ⟩ (creators of occupied, annihilators of empty orbitals) and ξ_c the others, which annihilate ⟨Φ|. By (1), e^ξ = e^{ξ_c}e^{ξ_k}e^{−[ξ_c,ξ_k]/2}, and ⟨Φ|e^{ξ_c}e^{ξ_k}|Φ⟩ = 1. So W is quadratic and all λ_k vanish. Then γ and η project on occupied and empty orbitals, and (d) is the ordinary particle–hole Wick theorem.

Let Ψ = C_aC_b|0⟩, with C_a and C_b normalized polynomials in creators on disjoint orbital sets a and b, each of fixed degree. Operators on different sets anticommute, so e^ξ = e^{ξ_a}e^{ξ_b}. A term O_aO_b survives in the mean only if each factor conserves its fragment's particle number, and such even operators commute with the other fragment's operators:

⟨0|C_b†C_a† O_aO_b C_aC_b|0⟩ = ⟨0|(C_a†O_aC_a)(C_b†O_bC_b)|0⟩ = ⟨O_a⟩⟨O_b⟩.

The last step holds because a balanced operator maps |0⟩ to a multiple of |0⟩. Hence W = W_a + W_b, and no cumulant has indices on both fragments, although the densities γ_k with k ≥ 2 generally do. A CAS state is a product of a filled core, an active state and an empty virtual set. Core and virtual fragments are determinants, so the λ_k carry active indices alone.

At fixed N, Σ_q a†_p a†_q a_q a_r = a†_p N̂ a_r has mean (N−1)γ^p_r, and Σ_qγ^q_q = N, so

Σ_q λ^{pq}_{rq} = (N−1)γ^p_r − Nγ^p_r + Σ_qγ^p_qγ^q_r = (γ² − γ)^p_r.

At fixed N, fractional occupations therefore force λ_2 ≠ 0. An ensemble over N need not obey this: spin orbitals filled independently with fractional probabilities have λ_2 = 0.

**(f)** Normal order H = E_nuc + h_pr a^p_r + ¼ g_{pq,rs} a^{pq}_{rs}, with g_{pq,rs} = ⟨pq|rs⟩ − ⟨pq|sr⟩ and repeated indices summed from here on.

**Solution.** Insert (7). Since g changes sign under p↔q and under r↔s, renaming indices makes the four one-body terms equal, and ¼ · 4 = 1. The two γγ terms in γ^{pq}_{rs} become equal likewise, and ¼ · 2 = ½. Thus H = E0 + F + V with

E0 = E_nuc + h_prγ^p_r + ½ g_{pq,rs}γ^p_rγ^q_s + ¼ g_{pq,rs}λ^{pq}_{rs} = ⟨H⟩,

F = f_pr{a^p_r},  f_pr = h_pr + g_{pq,rs}γ^q_s,  V = ¼ g_{pq,rs}{a^{pq}_{rs}}.

**(g)** For X = ¼x_{pq,rs}{a^{pq}_{rs}} and Y = ¼y_{tu,vw}{a^{tu}_{vw}}, with x and y antisymmetric in each index pair, find ⟨XY⟩. Find also ⟨FF′⟩ with F′ = f′_tv{a^t_v}, and ⟨FY⟩.

**Solution.** The concatenated string is a†_p a†_q a_s a_r a†_t a†_u a_w a_v. Moving the pair a_s a_r to the end is an even permutation and gives a^{pqtu}_{rsvw}, to which the sign rule of (c) applies once every block is written with creators on the left. For λ this rewriting is covered by antisymmetry, and a pair such as p with v is already in that order, with value γ^p_v. A pair such as t with r stands as a_r a†_t with value η^t_r, and transposing it costs a sign, so it enters as −η^t_r. Terms related by p↔q, r↔s, t↔u or v↔w are equal after summation, because the permutation sign is compensated by x or y. Each class gets its count times 1/16. The orders quoted are relative to pqtu above and rsvw below.

Four pairs: p, q must take v, w and t, u must take r, s, in 2 · 2 = 4 ways. The lower order vwrs is even and (−η)(−η) = ηη.

Two pairs and λ_2: γ^p_vγ^q_wλ^{tu}_{rs} has lower order vwrs, even, in 2 ways. η^t_rη^u_sλ^{pq}_{vw} has upper order tupq, even, in 2 ways. γ^p_v(−η^t_r)λ^{qu}_{sw} has upper order ptqu, odd, and lower order vrsw, a three-cycle and even, so the total sign is +, in 2⁴ = 16 ways.

Two λ_2: for the creator split pq, tu, the annihilators rs, vw give internal blocks and are excluded; vw, rs gives +λ^{pq}_{vw}λ^{tu}_{rs} once; and λ^{pq}_{rv}λ^{tu}_{sw} has the odd lower order rvsw, in 4 ways. For a split such as pt, qu (odd), λ^{pt}_{rs}λ^{qu}_{vw} has sign − and 4 choices of the creators that go with rs, while λ^{pt}_{rv}λ^{qu}_{sw} has sign (−)(−), with 2 splits times 4 choices.

One pair and λ_3: γ^p_vλ^{qtu}_{rsw} has lower order vrsw, even, in 4 ways; (−η^t_r)λ^{pqu}_{svw} has upper order tpqu, even, in 4 ways. One block: λ^{pqtu}_{rsvw}. Together,

⟨XY⟩ = x_{pq,rs} y_{tu,vw} [ ¼γ^p_vγ^q_wη^t_rη^u_s
 + ⅛γ^p_vγ^q_wλ^{tu}_{rs} + ⅛η^t_rη^u_sλ^{pq}_{vw} + γ^p_vη^t_rλ^{qu}_{sw}
 + (1/16)λ^{pq}_{vw}λ^{tu}_{rs} − ¼λ^{pq}_{rv}λ^{tu}_{sw} − ¼λ^{pt}_{rs}λ^{qu}_{vw} + ½λ^{pt}_{rv}λ^{qu}_{sw}
 + ¼γ^p_vλ^{qtu}_{rsw} − ¼η^t_rλ^{pqu}_{svw} + (1/16)λ^{pqtu}_{rsvw} ].  (9)

The counts add to 4 + 20 + 17 + 8 + 1 = 50. A plain string of four creators and four annihilators has 4! = 24, 6 · 6 · 2 = 72, 6 · 6/2 = 18, 4 · 4 = 16 and 1 contractions in the same five classes, 131 in all.

For FF′ the reference string is a^{pt}_{rv}. The term γ^p_v(−η^t_r) has the odd lower order vr, so

⟨FF′⟩ = f_pr f′_tv (γ^p_vη^t_r + λ^{pt}_{rv}).  (10)

For FY it is a^{ptu}_{rvw} with prefactor ¼. Three pairs are excluded, since after p and r are paired into Y the last pair lies inside Y. The term γ^p_vλ^{tu}_{rw} has the odd lower order vrw, in 2 ways, and (−η^t_r)λ^{pu}_{vw} has the odd upper order tpu, in 2 ways:

⟨FY⟩ = f_pr y_{tu,vw} (−½γ^p_vλ^{tu}_{rw} + ½η^t_rλ^{pu}_{vw} + ¼λ^{ptu}_{rvw}).  (11)

For a determinant (11) vanishes and (9) keeps its first term, the squared norm of the doubly excited part of YΦ when X = Y†.

**(h)** Which terms survive in the commutator [X,Y]? Give ⟨[X,Y]⟩.

**Solution.** Exchanging u and z in (8) changes c = [u,z] to −c and nothing else, so

{e^u}{e^z} − {e^z}{e^u} = {e^{u+z}} exp(W(u+z) − W(u) − W(z)) (e^{c/2} − e^{−c/2}).

For strings of even length θ_u and θ_z commute, and the top coefficient on the left is the commutator. The last factor starts at order c, so every term holds at least one anticommutator δ, which uses two of the eight legs. At most six legs remain. Hence [X,Y] has at most a three-body part, and it contains neither λ_4 nor λ_2λ_2, each of which needs all eight legs.

In YX, with the same labels, p with v now stands as a_v a†_p and t with r as a†_t a_r, so (9) holds with γ^p_v → −η^p_v and −η^t_r → γ^t_r. Subtracting and using γ + η = δ,

⟨[X,Y]⟩ = x_{pq,rs} y_{tu,vw} [ ¼(γ^p_vγ^q_wη^t_rη^u_s − η^p_vη^q_wγ^t_rγ^u_s)
 + ⅛(γ^p_vγ^q_w − η^p_vη^q_w)λ^{tu}_{rs} + ⅛(η^t_rη^u_s − γ^t_rγ^u_s)λ^{pq}_{vw}
 + (γ^p_vη^t_r − η^p_vγ^t_r)λ^{qu}_{sw} + ¼δ_pvλ^{qtu}_{rsw} − ¼δ_trλ^{pqu}_{svw} ].

In a flow equation dH/ds = [Ω,H] with a fixed reference and with Ω and H kept at one- and two-body rank, dE0/ds = ⟨[Ω,H]⟩ thus needs cumulants up to λ_3. Holding H at that rank means discarding the three-body part of each commutator, which is an approximation and not a consequence of the theorem.

**(i)** Take linear H₄ with spacing 1.5 Å in the STO-3G basis, with restricted Hartree–Fock orbitals (eight spin orbitals). Use as references the lowest S_z = 0 state of full configuration interaction (FCI) and that of CASCI with two electrons in the two frontier orbitals. Evaluate ⟨VV⟩ term by term and the energy variance.

**Solution.** Each state comes from diagonalizing the matrix of H in its determinant space. The densities γ_1 to γ_4 follow from the vector, the cumulants from (6), and the index sums in (9) to (11) are done numerically with x = y = g. Both states are singlets. The energies from (f) are E0 = −54.318 eV (−1.99615 hartree) for FCI and −50.981 eV (−1.87352 hartree) for CAS, against −49.773 eV for restricted Hartree–Fock. The FCI natural occupations are 1.8221, 1.6545, 0.3513 and 0.1721.

The CAS cumulants can be found by hand. Two determinants exhaust the state, with the pair in orbital h (weight n = 0.9095) or in l (weight m = 0.0905), so γ is diagonal with n on h, h̄ and m on l, l̄, and n + m = 1. The element λ^{hh̄}_{ll̄} equals γ^{hh̄}_{ll̄}, of size √(nm) = √0.0823 = 0.2869, which is the largest element of λ_2. Writing λ(…) for equal upper and lower indices, λ(hh̄) = n − n² = nm and λ(hl) = λ(h̄l) = 0 − nm. With two active electrons γ(hh̄l) = 0, so (4) gives

λ(hh̄l) = 0 − [nλ(h̄l) + nλ(hl) + mλ(hh̄)] − n²m = nm(n − m) = 0.0823 × 0.819 = 0.0674,

the size of the largest element of λ_3. A cumulant need not vanish where the density of the same rank does.

The terms of (9), in the order written and in eV², are these.

term            FCI        CAS
γγηη           84.004     68.213
γγλ_2         −65.965    −19.477
ηηλ_2         −67.733    −20.208
γηλ_2         323.149    106.513
λλ (pq,vw)     84.867     16.513
λλ (pq,rv)    −71.505    −10.422
λλ (pt,rs)    −71.505    −10.422
λλ (pt,rv)    339.863     52.074
γλ_3          −98.002    −24.788
ηλ_3         −108.899    −26.076
λ_4          −193.901    −23.035

Three decimals are kept to show the cancellations, and sums may differ in the last digit through rounding. Grouped as the first four terms, the λ_2λ_2 terms, the λ_3 terms and λ_4,

FCI: ⟨VV⟩ = 273.455 + 281.718 − 206.901 − 193.901 = 154.371 eV²,

CAS: ⟨VV⟩ = 135.042 + 47.744 − 50.864 − 23.035 = 108.888 eV².

Building V instead as a matrix on the 256 occupation-number states from recursion (3), which uses no cumulants, and taking the mean of its square gives 154.371 and 108.888 eV².

The sixth and seventh terms coincide because orbitals and states are real, so g_{pq,rs} = g_{rs,pq} and λ^{pq}_{rv} = λ^{rv}_{pq}. The sixth sum becomes g_{rs,pq}g_{vw,tu}λ^{rv}_{pq}λ^{sw}_{tu}, which is the seventh with renamed indices.

Since H − E0 = F + V, with F and V real symmetric matrices, ⟨VF⟩ = ⟨FV⟩ and

⟨H²⟩ − ⟨H⟩² = ⟨FF⟩ + 2⟨FV⟩ + ⟨VV⟩.

With (10) and (11),

FCI: 154.371 − 308.742 + 154.371 = 0.000 eV²,

CAS: 37.065 − 73.252 + 108.888 = 72.701 eV².

The FCI pattern follows from (F + V)Ψ = 0 for an eigenstate. Then VΨ = −FΨ, so ⟨VV⟩ = ⟨FF⟩ = −⟨FV⟩. Neither FΨ nor VΨ vanishes, and a normal-ordered operator guarantees a zero mean and nothing stronger. For CAS, (H − E0)Ψ has no component inside the active determinant space, so the variance is Σ_D |⟨D|H|Ψ⟩|² over the determinants D outside it; the matrix of H gives 72.701 eV² for it. Its root, 8.526 eV (0.3133 hartree), is the spread of Ψ over the eigenstates of H. It is a different quantity from the energy error relative to FCI, −50.981 + 54.318 = 3.337 eV.

In this system λ_4 cannot be dropped from a product. Without it the FCI variance would be 193.901 eV² in place of zero, and the CAS variance 95.736 eV², too large by 23.035/72.701, or 32 % of the true value.

All numerical values are calculated from the stated model.
